\section*{Batched Cholesky decomposition of electron-repulsion integrals and negative diagonals}

\section{Definitions and conventions}

Hartree atomic units are used; integrals, remainders and thresholds are in hartree. The orbitals $\chi_a$ are real. An index $p$ or $q$ denotes an unordered orbital pair $(ab)$, with product $\rho_p=\chi_a\chi_b$. There are $n$ such pairs, and
\begin{equation}
M_{pq}=(ab|cd)=\iint\frac{\rho_p(\mathbf r)\,\rho_q(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r' .
\end{equation}
For real coefficients $c_p$ let $\rho=\sum_p c_p\rho_p$, with Fourier transform $\hat\rho(\mathbf k)=\int e^{-i\mathbf k\cdot\mathbf r}\rho(\mathbf r)\,d^3r$. The transform of $1/r$ is $4\pi/k^2$, so
\begin{equation}
c^TMc=\int\frac{d^3k}{(2\pi)^3}\,\frac{4\pi}{k^2}\,|\hat\rho(\mathbf k)|^2\ge 0 .
\end{equation}
Thus $M$ is positive semidefinite. Physically, $c^TMc$ is twice the electrostatic self-energy of $\rho$.

The aim is $M\approx LL^T$ with $m<n$ columns in $L$. The pivot set $K$ contains the $m$ orbital pairs chosen so far. The remainder matrix is $\Delta=M-LL^T$, and its diagonal elements $D_p=\Delta_{pp}$ are called remainders. The threshold is $\tau>0$ and the span factor is $s$, with $0<s\le1$.

A shell is a group of basis functions that the integral code treats together. The code produces the columns of $M$ belonging to one shell pair in one evaluation, so it is wasteful to request them for a single pivot.

\section{Elimination and its error without rounding}

Choose a pivot $J$ with $D_J>0$ and append the vector $L_{pJ}=\Delta_{pJ}/\sqrt{D_J}$. The remainder matrix becomes
\begin{equation}
\Delta'_{pq}=\Delta_{pq}-\frac{\Delta_{pJ}\Delta_{qJ}}{D_J}.
\label{eq:step}
\end{equation}
Row and column $J$ vanish. To see that $\Delta'$ remains positive semidefinite, take any vector $c$ and set $t=(\Delta c)_J/D_J$. Then
\begin{align}
(c-te_J)^T\Delta(c-te_J)&=c^T\Delta c-2t(\Delta c)_J+t^2D_J\nonumber\\
&=c^T\Delta c-\frac{(\Delta c)_J^2}{D_J}=c^T\Delta'c .
\end{align}
The left side is nonnegative if $\Delta$ is positive semidefinite, hence so is the right. Starting from $\Delta=M$, this holds after every step.

Every $2\times2$ principal block of a positive semidefinite matrix has a nonnegative determinant. If elimination stops when all $D_p\le\tau$, then
\begin{equation}
|M_{pq}-(LL^T)_{pq}|=|\Delta_{pq}|\le\sqrt{D_pD_q}\le\tau .
\label{eq:clean}
\end{equation}
The order of the pivots does not enter. In exact arithmetic the span factor therefore affects the cost and the number of vectors, but not the guaranteed accuracy.

\section{The batched algorithm}

\begin{enumerate}
\item Set $D_p=M_{pp}$ for all $p$.
\item Find $D_{\max}=\max_pD_p$. Stop if $D_{\max}\le\tau$.
\item Visit the shell pairs in decreasing order of their largest remainder. From each, put into the batch $Q$ the columns with $D_J>\tau$ and $D_J\ge sD_{\max}$. Close the batch when it holds at least a set number of columns, or when no further column qualifies.
\item Evaluate the integrals of the visited shell pairs and subtract the earlier vectors:
\begin{equation}
\Delta_{pJ}=M_{pJ}-\sum_{k\in K}L_{pk}L_{Jk},\qquad J\in Q .
\end{equation}
\item Take the largest current remainder in $Q$. If it exceeds $\tau$ and is at least $sD_{\max}$, with $D_{\max}$ still the value from item 2, make it a pivot and form its vector, with $L_{pJ}=0$ in the rows $p$ of earlier pivots. These elements vanish in exact arithmetic, and setting them to zero removes rounding residues. Update all $D_p$ by $D_p\leftarrow D_p-L_{pJ}^2$, set $D_J=0$, and update the columns in $Q$ by (\ref{eq:step}). Repeat this item until no column in $Q$ passes, then return to item 2.
\end{enumerate}
The largest remainder always qualifies because $s\le1$. Each batch therefore yields at least one vector, and the process ends after at most $n$ vectors.

Remainders never increase. An accepted pivot thus satisfies $D_J\ge sD_{\max}\ge sD_p$ for every current $D_p$. Positive semidefiniteness then limits the multipliers $\ell_{pJ}=\Delta_{pJ}/D_J$ of the rows not yet eliminated:
\begin{equation}
|\ell_{pJ}|\le\frac{\sqrt{D_pD_J}}{D_J}=\sqrt{\frac{D_p}{D_J}}\le\frac1{\sqrt s}.
\label{eq:mult}
\end{equation}
For $s=1$ each pivot is the largest remainder present, and no multiplier exceeds one. For small $s$ a batch serves more pivots, but larger multipliers are allowed.

\section{A remainder as a fitting error}

The error analysis rests on a variational form of $D_p$. For $p\notin K$, approximate $\rho_p$ by a combination of the pivot products with weights $x$. The squared Coulomb norm of the misfit is
\begin{equation}
f(x)=M_{pp}-2x^TM_{Kp}+x^TM_{KK}x .
\end{equation}
Let $M_{KK}$ be nonsingular. The minimum lies at $w=M_{KK}^{-1}M_{Kp}$, with value $M_{pp}-M_{pK}M_{KK}^{-1}M_{Kp}$. This is the remainder. Indeed, the rows of $\Delta$ in $K$ vanish, so the square block $L_K$ of pivot rows obeys $L_KL_K^T=M_{KK}$, and row $L_p$ obeys $L_pL_K^T=M_{pK}$. Hence $L_pL_p^T=M_{pK}M_{KK}^{-1}M_{Kp}$.

Let $v$ have the element $1$ at $p$, the elements $-w$ on $K$, and zeros elsewhere. Then
\begin{equation}
D_p=v^TMv,\qquad (Mv)_K=M_{Kp}-M_{KK}w=0 .
\label{eq:var}
\end{equation}

The multipliers determine the weights. Number the pivots in order of selection. From $L_KL_K^Tw=L_KL_p^T$ follows $L_K^Tw=L_p^T$. Dividing its $k$th row by $L_{kk}=\sqrt{D_k}$, where $D_k$ is the remainder at selection, gives
\begin{equation}
w_k=\ell_{pk}-\sum_{j>k}\ell_{jk}w_j .
\end{equation}
With (\ref{eq:mult}), the sum $a_k=1+\sum_{j\ge k}|w_j|$ obeys $a_k\le(1+s^{-1/2})a_{k+1}$, and therefore $\|v\|_1\le(1+s^{-1/2})^m$. This worst-case bound is far too large to serve as an estimate, but it shows how a small span factor can permit large weights.

\section{Inexact integrals}

Let the code supply $\tilde M=M+E$, with $E$ symmetric and $|E_{pq}|\le\varepsilon$. Quantities obtained from $\tilde M$ carry a tilde. All accepted pivots are positive, so $\tilde M_{KK}$ is positive definite, and (\ref{eq:var}) holds with tildes:
\begin{equation}
\tilde D_p=\tilde v^TM\tilde v+\tilde v^TE\tilde v .
\label{eq:split}
\end{equation}
The first term cannot be negative. A negative remainder is therefore due to $E$, and its size is limited by
\begin{equation}
\tilde D_p\ge-\sum_{ij}|\tilde v_i||E_{ij}||\tilde v_j|\ge-\varepsilon\|\tilde v\|_1^2 .
\label{eq:neg}
\end{equation}
The first term of (\ref{eq:split}) is not the true remainder. It is the true misfit for weights fitted to faulty integrals, and is at least $D_p$.

A final error bound follows. For $p,q\notin K$, the property $(\tilde M\tilde v_q)_K=0$ gives $\tilde\Delta_{pq}=\tilde v_p^T\tilde M\tilde v_q$. Write this as $G_{pq}+\tilde v_p^TE\tilde v_q$ with $G_{pq}=\tilde v_p^TM\tilde v_q$, and let $\eta=\varepsilon\max_p\|\tilde v_p\|_1^2$. The matrix $G$ is positive semidefinite. At convergence its diagonal obeys $G_{pp}=\tilde D_p-\tilde v_p^TE\tilde v_p\le\tau+\eta$, so $|G_{pq}|\le\tau+\eta$ and $|\tilde\Delta_{pq}|\le\tau+2\eta$. Rows in $K$ have $\tilde\Delta=0$. Since $M-LL^T=\tilde\Delta-E$,
\begin{equation}
\max_{pq}|M_{pq}-(LL^T)_{pq}|\le\tau+2\eta+\varepsilon .
\label{eq:noisybound}
\end{equation}
For $\varepsilon\to0$ at fixed, well-conditioned $K$ this returns to (\ref{eq:clean}). The diagonal of the same identity gives a lower limit. If the lowest remainder is $-\delta$, the largest error is at least $\delta-\varepsilon$. A negative remainder much larger than $\varepsilon$ is thus a direct measure of damage.

\subsection{Exact dependence}

Negative remainders do not require a tight threshold. Take two $p$ shells on one centre, with functions $xf(r),yf(r),\dots$ and $xg(r),yg(r),\dots$. Then
\begin{equation}
p_xp'_y=xy\,f(r)g(r)=p_yp'_x .
\end{equation}
Once one of these products is a pivot, the true remainder of the other is zero, and its computed value is pure error, which may have either sign. For two radial functions of equal $l$, each of the $(2l+1)(2l)/2=l(2l+1)$ choices of two different angular functions gives one such identity.

\subsection{Why errors push remainders down}

Compare now with the true minimizer $v$, for the same $K$ and nonsingular $M_{KK}$. Write the trial vector as $v-y$, with $y$ supported on $K$. By (\ref{eq:var}), $(\tilde Mv)_K=(Ev)_K$, so
\begin{equation}
(v-y)^T\tilde M(v-y)=D_p+v^TEv-2y^T(Ev)_K+y^T\tilde M_{KK}y .
\end{equation}
The minimum is at $y=\tilde M_{KK}^{-1}(Ev)_K$, and
\begin{equation}
\tilde D_p=D_p+v^TEv-(Ev)_K^T\tilde M_{KK}^{-1}(Ev)_K .
\label{eq:exact}
\end{equation}
No power of $E$ has been dropped. The linear term can have either sign; the last term is never positive, because the fit adapts its weights to the errors and lowers the apparent misfit.

To estimate the sizes, let the elements $E_{ij}$ with $i\le j$ be independent and uniform in $[-\varepsilon,\varepsilon]$, with variance $\sigma^2=\varepsilon^2/3$, and let $K$ be fixed beforehand. Since $v^TEv=\sum_iv_i^2E_{ii}+2\sum_{i<j}v_iv_jE_{ij}$,
\begin{align}
\mathrm{var}(v^TEv)&=\sigma^2\Big(\sum_iv_i^4+4\sum_{i<j}v_i^2v_j^2\Big)\nonumber\\
&=\sigma^2\Big(2\|v\|_2^4-\sum_iv_i^4\Big),
\label{eq:spread}
\end{align}
where $2\sum_{i<j}v_i^2v_j^2=\|v\|_2^4-\sum_iv_i^4$ was used. For the last term of (\ref{eq:exact}), the mean of $(Ev)_i(Ev)_j$ is $\sigma^2\|v\|_2^2$ if $i=j$. If $i\ne j$, the two sums share the single element $E_{ij}$, and the mean is $\sigma^2v_iv_j$. Replacing $\tilde M_{KK}$ by $M_{KK}$, which is the leading order, and writing $B=M_{KK}^{-1}$, we obtain the mean shift
\begin{equation}
b=-\sigma^2\Big[\|v\|_2^2\,\mathrm{tr}B+v_K^TBv_K-\sum_{i\in K}v_i^2B_{ii}\Big].
\label{eq:bias}
\end{equation}

Because $\|v\|_2^2=1+\|v_K\|_2^2$, the first and third terms in the bracket together are at least $\mathrm{tr}B$, and the second is nonnegative. Further, $B=L_K^{-T}L_K^{-1}$ with $L_K$ lower triangular, so its last diagonal element is $1/L_{mm}^2=1/D_{\rm last}$, where $D_{\rm last}$ is the last pivot. Hence
\begin{equation}
|b|\ge\frac{\varepsilon^2}{3D_{\rm last}} .
\end{equation}
Lowering $\tau$ admits smaller pivots and so tends to raise this lower limit on $|b|$. Formula (\ref{eq:bias}) fails when $BE_{KK}$ is no longer small, and it ignores the fact that the algorithm selects $K$ from the faulty data.

\subsection{A pivot made of error}

The regime beyond the expansion can be seen in two rows whose true remainders are both zero. Their computed block contains only error,
\begin{equation}
\begin{pmatrix}\alpha&\beta\\ \beta&\gamma\end{pmatrix},\qquad
\gamma'=\gamma-\frac{\beta^2}{\alpha}.
\end{equation}
If $\alpha>\tau$ and $\alpha\ge\gamma$, the first row is accepted as a pivot and the second remainder becomes $\gamma'$. For $\tau\gg|\beta|$ the correction is smaller than $|\beta|$. For $\tau\ll|\beta|$ it can approach $\beta^2/\tau$, far above the original error. A threshold below the error level thus lets the algorithm divide by noise.

\subsection{Floating-point arithmetic}

Rounding in the elimination enters in the same way as integral error. Let $L$ and $\tilde\Delta$ now be the stored results, and define $F_{pq}=(LL^T)_{pq}+\tilde\Delta_{pq}-\tilde M_{pq}$ for the elements actually computed, extended symmetrically. By this definition the stored numbers are an exact elimination of $\tilde M+F$, so the analysis holds with $E+F$ in place of $E$. Each subtraction contributes to $F$ a relative rounding error of order $u=2^{-53}\approx1.1\times10^{-16}$ of the numbers handled. Double precision therefore acts like a small $\varepsilon$, set by $u$ times the integrals and by the accumulation over steps.

\section{Worked example: water}

The integrals are those of a water molecule in the aug-cc-pVDZ basis, with O--H distances of $1.8$ bohr and an angle of $105^\circ$. There are 41 orbitals, hence $n=41\cdot42/2=861$ orbital pairs, in 171 shell pairs. The largest diagonal integral is $4.738$. A batch closes at 100 columns.

Oxygen has three $p$ and two $d$ radial functions, and each hydrogen has two $p$ functions. The identities above number $3\cdot3+1\cdot10+2\cdot3=25$. Functions of different $l$ give more. The 15 products of a $p$ with a $d$ function on one centre span only the $3+7=10$ angular functions with $l=1$ and $l=3$ (for example, $p_xd_{yz}$ and $p_yd_{xz}$ are proportional), which adds $3\cdot2\cdot5=30$ identities on oxygen and makes 55 in all. Numerical diagonalization finds 227 eigenvalues of $M$ below $10^{-12}$; the count depends on the cut, being 324 below $10^{-10}$ and 157 below $10^{-14}$. These exact identities thus account for the smaller part of the near-dependence in this basis.

\subsection{Effect of the span factor}

With the integrals in double precision and $\tau=10^{-6}$, the runs give:
\begin{center}
\begin{tabular}{lcccc}
$s$ & vectors & batches & evaluations & largest $|\ell|$\\
$1$ & 286 & 286 & 290 & 1.00\\
$0.1$ & 286 & 9 & 155 & 1.20\\
$0.01$ & 288 & 6 & 126 & 1.73\\
$0.001$ & 291 & 5 & 92 & 2.61
\end{tabular}
\end{center}
An evaluation is one visit to a shell pair, with repeated visits counted. At $s=0.01$ a batch yields $288/6=48$ vectors on average. Going from $s=1$ to $s=0.001$ costs five more vectors and saves about two thirds of the evaluations. The largest error lies between $9.1\times10^{-7}$ and $9.8\times10^{-7}$ in all four runs, below $\tau$ as (\ref{eq:clean}) requires. The multipliers stay well below $1/\sqrt s$ for $s<1$; at $s=0.001$ that limit is $31.6$.

\subsection{Threshold against integral precision}

Now one set of independent uniform errors with $\varepsilon=10^{-8}$ is added to $M$, and $s=0.01$. The error in the last column is the largest element of $|M-LL^T|$, relative to the integrals before the errors were added.
\begin{center}
\begin{tabular}{lcccc}
$\tau$ & vectors & negative & lowest $\tilde D_p$ & error\\
$10^{-4}$ & 179 & 13 & $-2.4\times10^{-8}$ & $9.8\times10^{-5}$\\
$10^{-6}$ & 287 & 57 & $-3.1\times10^{-8}$ & $8.9\times10^{-7}$\\
$10^{-7}$ & 345 & 436 & $-5.1\times10^{-7}$ & $5.0\times10^{-7}$\\
$10^{-8}$ & 352 & 509 & $-4.6\times10^{-6}$ & $4.6\times10^{-6}$\\
$10^{-9}$ & 352 & 509 & $-4.6\times10^{-6}$ & $4.6\times10^{-6}$
\end{tabular}
\end{center}

Negative remainders are present even at $\tau=10^4\varepsilon$, but there the lowest is only $2.4\times10^{-4}$ of $\tau$. The ratio is $0.03$ at $\tau=10^{-6}$ and $5$ at $\tau=10^{-7}$. The change comes while $\tau$ is still ten times the error of a single integral. At $10^{-7}$ the requested accuracy is missed by a factor of five, and at $10^{-8}$ the result is worse than at $10^{-6}$, despite 65 more vectors. These digits belong to one draw of the errors. Four other draws miss $10^{-7}$ by factors from 2 to 9 and give errors from $1.1\times10^{-6}$ to $4.2\times10^{-6}$ at $10^{-8}$, while all meet $10^{-6}$.

The last two rows are identical. Since $352+509=861$, every orbital pair is then either a pivot or has a negative remainder. The loop has stopped because nothing positive is left, and its formal convergence says nothing about accuracy.

The split (\ref{eq:split}) shows the cause. For the lowest remainder at $\tau=10^{-6}$ it reads $0.66\times10^{-8}-3.75\times10^{-8}=-3.09\times10^{-8}$. At $\tau=10^{-8}$ the two parts are $3.89\times10^{-4}$ and $-3.94\times10^{-4}$, which nearly cancel. The fitted weights have become so poor that the true misfit of this row is four orders of magnitude above $\tau$.

The bound (\ref{eq:noisybound}) holds in every run. At $\tau=10^{-4}$ it is $1.03\times10^{-4}$, close to the actual error, but for smaller $\tau$ it is loose. At $\tau=10^{-6}$ it is $6.9\times10^{-6}$, so that $\eta=(6.87-1.01)\times10^{-6}/2=2.9\times10^{-6}$ and the largest $\|\tilde v\|_1$ is $\sqrt{\eta/\varepsilon}\approx17$. At $\tau=10^{-8}$ it is $2.1\times10^{-2}$, and the same arithmetic gives $\|\tilde v\|_1\approx10^3$.

\subsection{Spread and bias}

For pivot sets taken from the unmodified integrals, (\ref{eq:spread}) and (\ref{eq:bias}) were evaluated for the row with the largest $\|v\|_2$:
\begin{center}
\begin{tabular}{lccc}
$\tau$ & $\|v\|_2^2$ & spread & bias $b$\\
$10^{-4}$ & 14.8 & $1.05\times10^{-7}$ & $-3.2\times10^{-10}$\\
$10^{-5}$ & 7.0 & $5.6\times10^{-8}$ & $-2.2\times10^{-9}$\\
$10^{-6}$ & 5.8 & $4.6\times10^{-8}$ & $-1.3\times10^{-8}$
\end{tabular}
\end{center}
The spread is the square root of (\ref{eq:spread}). At $\tau=10^{-4}$, 300 random error matrices gave a spread of $1.00\times10^{-7}$ and a bias of $(-3.14\pm0.05)\times10^{-10}$; the linear term, whose mean is zero, was subtracted from each sample before averaging the bias.

The ratio $|b|/\text{spread}$ rises from $0.003$ through $0.04$ to $0.29$. The bias thus gains on the spread as $\tau$ falls. The trend cannot be extended to $\tau=10^{-7}$ with the same formula, because the smallest eigenvalue of $M_{KK}$ then lies below the norm of $E_{KK}$ and the expansion fails. The table therefore does not by itself explain the jump from 57 to 436 negative remainders between $10^{-6}$ and $10^{-7}$.

\subsection{Without added errors}

With the unmodified integrals and $\tau=10^{-14}$, the algorithm produces 710 vectors and 42 negative remainders, the lowest being $-3.0\times10^{-15}$. For comparison, $u$ times the largest integral is $1.1\times10^{-16}\times4.74\approx5\times10^{-16}$. The number and depth of the negative remainders depend on the order of operations: other orderings give 710 vectors again, but 48 to 49 negative remainders and a lowest value near $-3.4\times10^{-15}$. The stored integrals carry small errors of their own, and these suffice to produce the effect: elimination in extended precision still leaves 46 negative remainders, the lowest $-3.2\times10^{-15}$.

\section{Consequences for use}

Setting negative remainders to zero does not repair the decomposition. A column qualifies only if its remainder exceeds $\tau>0$, and later updates only subtract. A remainder that was negative and is reset to zero can therefore never qualify, so pivots and vectors are the same with or without the reset, provided that the row is still updated. What the reset removes is the warning.

It is better to record the lowest remainder $-\delta$. In this example the negative values were harmless where $\delta\ll\tau$: the largest error stayed below $\tau$. A small $\delta$ does not guarantee this, because $\delta-\varepsilon$ is only a lower limit on the error. Once $\delta>\tau+\varepsilon$, the lower limit $\delta-\varepsilon$ on the error shows that the threshold has been violated. The remedy is a larger $\tau$ or more precise integrals. In this example, with independent errors of size $\varepsilon$ on every element, $\tau=100\varepsilon$ was adequate and $\tau=10\varepsilon$ was not. The factor depends on the weights $\tilde v$, and hence on the basis and the molecule: at $\tau=10\varepsilon$ one draw missed the threshold by a factor of $1.1$ in cc-pVDZ and $10$ in cc-pVTZ. It also depends on how the errors are distributed, and uniform noise is only a model. Rounding all integrals to a grid of spacing $2\varepsilon$ behaves much like it, whereas with integrals below $\varepsilon$ set to zero, or with errors scaled to the size of the integrals, even $\tau=\varepsilon$ was met in aug-cc-pVDZ.
